# Why a hole-rich surface suppresses dark current in pinned photodiodes

## The same traps, a very different current

A model silicon photodiode with a depleted surface collects 410 dark electrons per second per square micrometre at 300 K. With a stronger p-type implant under the oxide it collects 2.1. Both rates refer to a well that has just been emptied. The interface trap density is the same in both cases. The surface contribution alone falls by a factor of $2.6\times10^{6}$, while the total falls by a factor of 193. Two things need explaining: why holes silence traps that are still present, and why the total gains so much less than the surface.

The device has three layers below the oxide: a thin p+ pinning layer, an n-type well that stores the signal electrons, and a p-type substrate. The pinning layer and the substrate are grounded. After reset the well is empty, and any electron that reaches the conduction band nearby is collected as dark signal. "Accumulated" here means hole-rich, whether the holes come from an implant or from a gate bias.

## Why: one trap, four processes

Let $n$ and $p$ be the electron and hole densities at the surface, and $n_i$ the intrinsic density. A trap at energy $E$ holds one electron or none. It fills by capturing a conduction electron, at rate $c_n n$, or by taking an electron from the valence band, which is hole emission, at rate $e_p$. It empties by emitting its electron to the conduction band, at rate $e_n$, or by capturing a hole, at rate $c_p p$. The capture coefficients $c_n$ and $c_p$ are taken as independent of energy, and the carriers as non-degenerate.

The emission rates follow from equilibrium, where each process balances its own reverse. With Fermi level $E_F$, intrinsic level $E_i$ and trap occupancy $f_0$,

$$c_n n_0(1-f_0)=e_nf_0,\qquad \frac{1-f_0}{f_0}=e^{(E-E_F)/kT},\qquad n_0=n_ie^{(E_F-E_i)/kT}.$$

Any level degeneracy is absorbed in $E$. The Fermi level cancels in the product, and the same argument applies to holes. With $x=(E-E_i)/kT$,

$$e_n=c_nn_1,\quad n_1=n_ie^{x},\qquad e_p=c_pp_1,\quad p_1=n_ie^{-x}.$$

Away from equilibrium but in steady state, filling balances emptying, $(c_nn+e_p)(1-f)=(e_n+c_pp)f$, so

$$f=\frac{c_nn+e_p}{\Sigma},\qquad \Sigma=c_n(n+n_1)+c_p(p+p_1).$$

Count generation as positive. The net rate at which one trap delivers electrons to the conduction band is emission minus capture:

$$G_t=e_nf-c_nn(1-f)=\frac{e_n(c_nn+e_p)-c_nn(e_n+c_pp)}{\Sigma}.$$

The terms $e_nc_nn$ cancel, and $e_ne_p=c_nc_pn_i^2$, which leaves the Shockley-Read-Hall rate

$$G_t=\frac{c_nc_p(n_i^2-np)}{c_n(n+n_1)+c_p(p+p_1)}.$$

Adding carriers of either kind cannot raise the numerator and must raise the denominator. Generation is therefore largest when both densities vanish, which is the depleted surface.

**What the holes do.** Set $n=0$, as for a surface whose electrons are swept into the empty well. Generation then takes two steps. An electron is first lifted from the valence band into the trap, after a mean wait $1/e_p$. The filled trap then waits a mean time $1/(e_n+c_pp)$ and ends in one of two ways: the electron goes up with probability $e_n/(e_n+c_pp)$, or a hole arrives and the electron drops back. Dividing the success probability by the mean cycle time gives

$$G_t=\frac{e_n/(e_n+c_pp)}{1/e_p+1/(e_n+c_pp)}=\frac{e_ne_p}{e_n+e_p+c_pp},$$

in agreement with the general formula. A random simulation of single-trap histories tested this reading. With $e_n=1.5$ and $e_p=0.7$ in arbitrary units, the simulated rate was 0.478 without holes and 0.0476 with a hole capture rate of 20; the formula gives 0.477 and 0.0473.

In the example a midgap trap emits electrons at $100\ \mathrm{s^{-1}}$ when filled, while holes arrive at $5.9\times10^{9}\ \mathrm{s^{-1}}$. An electron in the trap escapes upward with probability $1.7\times10^{-8}$. The first step is not blocked. It runs at the rate $e_p(1-f)$, and the hole-rich trap is nearly always empty, whereas the depleted midgap trap with equal coefficients is empty half the time. The hole-rich trap thus lifts valence electrons about twice as often, and nearly all of them fall back.

## From one trap to an interface

Real interfaces have levels spread through the gap. Take a uniform density $D$ per area and energy, so that an interval contains $D\,dE=D\,kT\,dx$ traps. Define

$$c=\sqrt{c_nc_p},\qquad \delta=\tfrac12\ln\frac{c_n}{c_p},\qquad z=\frac{c_nn+c_pp}{2n_ic}.$$

Since $c_n=ce^{\delta}$ and $c_p=ce^{-\delta}$, the emission terms in $\Sigma$ combine as $n_i(c_ne^x+c_pe^{-x})=2n_ic\cosh(x+\delta)$. With $y=x+\delta$,

$$G=cD\,kT\,n_i\left(1-\frac{np}{n_i^2}\right)\frac12\int_{-\infty}^{\infty}\frac{dy}{z+\cosh y}.$$

The limits are extended to infinity because levels beyond the band edges would contribute little at the densities used here; the error grows for heavier accumulation and very unequal capture coefficients. To do the integral, put $w=e^y$, so $dy=dw/w$:

$$\int_{-\infty}^{\infty}\frac{dy}{z+\cosh y}=\int_0^\infty\frac{2\,dw}{w^2+2zw+1}.$$

For $z>1$ write $z=\cosh a$ with $a>0$. The denominator factors into $(w+e^a)(w+e^{-a})$, and partial fractions give

$$\frac{1}{\sinh a}\left[\ln\frac{w+e^{-a}}{w+e^{a}}\right]_0^\infty=\frac{2a}{\sinh a}.$$

For $0\le z<1$ write $z=\cos b$ with $0<b\le\pi/2$. The denominator is now $(w+\cos b)^2+\sin^2b$, and the integral is

$$\frac{2}{\sin b}\left[\frac{\pi}{2}-\arctan(\cot b)\right]=\frac{2b}{\sin b}.$$

Hence

$$G=cD\,kT\,n_i\left(1-\frac{np}{n_i^2}\right)F,\qquad F=\frac{a}{\sinh a}\ \text{ or }\ \frac{b}{\sin b},$$

and the two forms meet at $F=1$ when $z=1$. Compared with direct integration of the four-process balance over a 1.12 eV gap, the largest relative deviation in the tested cases, which included unequal capture coefficients, was 0.5 percent.

**Depleted surface.** With $n=p=0$, $z=0$ and $b=\pi/2$, so

$$G_{\rm dep}=\frac{\pi}{2}\,cD\,kT\,n_i.$$

**Hole-rich surface.** With $n=0$ and $z\gg1$, $\cosh a\approx\sinh a\approx e^a/2$. Then $\sinh a\approx c_pp_s/(2n_ic)$, where $p_s$ is the surface hole density, and $a\approx\ln(2z)$. Using $c^2/c_p=c_n$,

$$G_{\rm acc}\approx2c_nD\,kT\,\frac{n_i^2}{p_s}\ln\left(\frac{p_s}{n_i}\sqrt{\frac{c_p}{c_n}}\right).$$

The hole capture coefficient survives only inside the logarithm. Faster hole capture also means faster hole emission, so the trap is filled more often and emptied more quickly, and the two effects nearly cancel.

For equal coefficients the ratio of the two limits is

$$\frac{G_{\rm acc}}{G_{\rm dep}}\approx\frac{4}{\pi}\,\frac{n_i}{p_s}\ln\frac{p_s}{n_i}.$$

The logarithm counts participating levels. At a depleted surface, generation is concentrated within a few $kT$ of midgap. At a hole-rich surface each level contributes nearly the same small rate $c\,n_i^2/p_s$ until $n_1$ or $p_1$ exceeds $p_s$, which happens at $|x|=\ln(p_s/n_i)$. More levels take part, each very weakly. This is why the interface is suppressed less than a single midgap trap, for which the factor is $2.9\times10^7$.

## How large is the surface effect?

The example uses round model parameters: $n_i=10^{10}\ \mathrm{cm^{-3}}$, $kT=0.02585$ eV, $c_n=c_p=10^{-8}\ \mathrm{cm^3\,s^{-1}}$ and $D=10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$. The depleted rate is

$$G_{\rm dep}=1.571\times10^{-8}\times10^{10}\times0.02585\times10^{10}=4.06\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}.$$

Multiplied by the elementary charge, this is 6.5 nA/cm². The strong implant gives $p_s=5.88\times10^{17}\ \mathrm{cm^{-3}}$ and $\ln(p_s/n_i)=17.89$, so

$$G_{\rm acc}\approx2\times10^{-8}\times10^{10}\times0.02585\times\frac{10^{20}}{5.88\times10^{17}}\times17.89\approx1.57\times10^4\ \mathrm{cm^{-2}\,s^{-1}},$$

or $2.5\times10^{-6}$ nA/cm².

Suppression sets in early. At $p_s=n_i$ the surface current has dropped from 6.5 to 5.0 nA/cm²; here $z=1/2$, $b=\pi/3$ and $F=1.21$ instead of 1.57. At $10^{12}\ \mathrm{cm^{-3}}$ it is 0.38 nA/cm², and at $10^{14}\ \mathrm{cm^{-3}}$ it is 0.0076 nA/cm². Raising $p_s$ from $10^{14}$ to $10^{16}\ \mathrm{cm^{-3}}$ gains a factor of 67 rather than 100, because the logarithm grows from 9.2 to 13.8.

**Are the surface electrons really swept away?** In a hole-rich layer they must diffuse to the well. Let $n_0=n_i^2/p_s$ be their equilibrium surface density, here $170\ \mathrm{cm^{-3}}$. The factor $1-np/n_i^2$ becomes $1-n_s/n_0$, so surface generation is $S(n_0-n_s)$ with $S=G_{\rm acc}/n_0\approx92$ cm/s. For a uniform layer of thickness $t$ with negligible recombination inside it and $n=0$ at the well edge, the outward flux is $D_nn_s/t$, where $D_n$ is the electron diffusivity. Equating the two gives

$$\frac{n_s}{n_0}=\frac{S}{S+D_n/t}.$$

With $D_n=5\ \mathrm{cm^2\,s^{-1}}$ and $t=100$ nm, $D_n/t=5\times10^5$ cm/s and the ratio is $1.85\times10^{-4}$. Setting $n_s=0$ is therefore a good approximation. The low dark current comes from the trap statistics, not from electrons being held back in the layer.

## What keeps the surface hole-rich

An implant helps only if its holes survive when the well empties. The ionized donors in the well and the positive charge in the oxide both repel holes from the pinning layer.

Measure depth from the interface and count the electric field as positive into the silicon. Assume no gate above the oxide, so that all field lines from the oxide charge end in the silicon. A charge of $Q$ elementary charges per area then produces a surface field $qQ/\varepsilon$, where $\varepsilon$ is the permittivity of silicon. At the potential maximum of the well, a distance $w$ beyond the pinning layer, the field is zero. Gauss's law between these points gives

$$0-\frac{qQ}{\varepsilon}=\frac q\varepsilon\,(N_Dw-A),\qquad A=Q+N_Dw,$$

where $N_D$ is the donor density and $A$ the number of acceptors per area stripped of their holes. A neutral, hole-rich strip can remain only if the implanted dose exceeds $A$. This condition is necessary but does not guarantee holes at the interface: a large oxide charge can deplete the surface while a neutral strip survives deeper in the layer.

The example has a 400 nm well with $N_D=2\times10^{16}\ \mathrm{cm^{-3}}$, substrate doping $10^{16}\ \mathrm{cm^{-3}}$ and $Q=2\times10^{11}\ \mathrm{cm^{-2}}$. Poisson's equation, solved with the well empty and holes in equilibrium with the grounded regions, gives $A=7.2\times10^{11}\ \mathrm{cm^{-2}}$ for the strong implant. $A$ is not a fixed number, since $w$ depends on the layer doping: it is $6.9\times10^{11}\ \mathrm{cm^{-2}}$ for the moderate implant below, and $p_s$ passes $n_i$ at a dose near $6.6\times10^{11}\ \mathrm{cm^{-2}}$. Three doses in the same 100 nm layer bracket the threshold:

- Strong, $10^{13}\ \mathrm{cm^{-2}}$: $p_s=5.9\times10^{17}\ \mathrm{cm^{-3}}$.
- Moderate, $10^{12}\ \mathrm{cm^{-2}}$: $p_s=1.2\times10^{16}\ \mathrm{cm^{-3}}$.
- Weak, $5\times10^{11}\ \mathrm{cm^{-2}}$: essentially no surface holes.

The well maximum lies 0.96, 1.11 and 2.91 V above the neutral substrate, respectively. The last digits of these Poisson results depend on the mesh: a finer one moves 2.91 V to 2.93 V, $p_s=5.88\times10^{17}$ to $5.87\times10^{17}\ \mathrm{cm^{-3}}$, and the weak-case depleted width used below from 0.792 to 0.793 µm. In the weak case the layer cannot balance its share of the positive charge, so the substrate must deplete further and the surface potential is no longer pinned. The comparison assumes that reset can still empty this deeper well.

The strong layer has fewer holes at the interface than its doping of $N_A=10^{18}\ \mathrm{cm^{-3}}$ because of the oxide charge. Let $V_t=kT/q$ be the thermal voltage and $u$ the potential relative to the neutral layer, in units of $V_t$. Then $p=N_Ae^{-u}$ and $u''=(qN_A/\varepsilon V_t)(1-e^{-u})$. Multiplying by $2u'$ and integrating from the neutral interior, where $u=u'=0$, gives the surface field

$$E_s^2=V_t^2u'^2=\frac{2qN_AV_t}{\varepsilon}\left(e^{-u}+u-1\right).$$

The solved $p_s$ corresponds to $u=\ln(1/0.588)=0.53$. The resulting field agrees with $qQ/\varepsilon=3.1\times10^4$ V/cm within the 1 percent tolerance of the test.

## The floor that remains

Surface holes do nothing for traps in the depleted bulk. For midgap bulk traps with equal electron and hole lifetimes $\tau$ and no free electrons, the same rate formula gives

$$G_{\rm bulk}=\int\frac{n_i^2\,dx}{\tau(p+2n_i)}\approx\frac{n_iW}{2\tau},$$

where $x$ is now depth and $W$ is the width over which $p<n_i$. With $\tau=1$ ms and $W=0.416$ µm, the estimate is $2.1\times10^8\ \mathrm{cm^{-2}\,s^{-1}}$, or 0.033 nA/cm²; the full integral gives 0.034.

For the strong implant this is practically the whole current: 0.034 nA/cm², or 2.1 electrons per second per square micrometre. For the weak implant the surface gives 6.51 and the bulk 0.064 nA/cm², together 6.57 nA/cm². The bulk term also falls with the strong implant, since $W$ shrinks from 0.792 to 0.416 µm. These bulk rates hold for an empty well. Stored electrons raise $n$ above $n_i$ around the potential maximum and silence the bulk traps there. With a uniform electron quasi-Fermi level, the strong-implant rate falls from 2.1 to about 1.1, 0.9 and 0.7 electrons per second per square micrometre at 1, 10 and 100 stored electrons per square micrometre. The weak case stays near 410, so the ratio of the totals grows from 193 to several hundred as the well fills. Diffusion current from the deep substrate is also left out, so these totals are not complete device predictions.

## What to do about it

**Secure the dose margin first.** Compare the active acceptor dose with $Q+N_Dw$, taking $w$ for an emptied well whose surface is still pinned, and use the largest oxide charge expected over the device's life. In a layer already stripped of its holes, $w$ shrinks until the sum just equals the dose, so a value of $w$ taken from that state would hide the shortfall. Check the surface hole density at that charge as well, since a sufficient dose alone does not ensure a hole-rich interface. The moderate implant exceeds the requirement by only about 40 percent, yet its surface current is already near $10^{-4}$ nA/cm², far below the bulk floor. Suppressing the surface current further would barely change the total here; the main benefit of a larger dose is tolerance to added oxide charge.

**Look for gaps in the hole layer.** A patch that has lost its holes through the whole depth of the layer generates at the full 6.5 nA/cm², as long as its electrons drain into the well. If it covers a fraction $0.034/6.5\approx0.5$ percent of the area, it adds as much current as the entire bulk floor. The edges of the pinning layer therefore deserve attention. Reducing $D$ lowers the current from such patches in proportion.

A depleted surface above a surviving neutral strip is less harmful. Its electrons must diffuse through the strip, and since $np$ at the surface cannot exceed $n_i^2$ during generation, the flux is at most $D_nn_i^2/(N_At_s)$, where $t_s$ is the strip thickness. For $N_A=10^{18}\ \mathrm{cm^{-3}}$ and $t_s=65$ nm this limit is 0.012 nA/cm². That state needs $Q\approx3\times10^{12}\ \mathrm{cm^{-2}}$, with a surface field near $4.6\times10^5$ V/cm. The moderate layer has no such protection: its strip is gone before its surface depletes, and the surface current is about 0.2 nA/cm² at $Q=5\times10^{11}$ and 6 nA/cm² at $6\times10^{11}\ \mathrm{cm^{-2}}$. Electrons that gather at an interface instead of draining away also silence its traps, just as holes do.

**Then improve the bulk.** Once the surface is covered, the modelled floor scales as $W/\tau$. An implant or anneal that shortens the lifetime can cost more than additional surface holes gain.

**Read temperature data with care.** At fixed $p_s$ and equal capture coefficients, differentiating the logarithm of the hole-rich rate gives

$$\frac{d\ln G_{\rm acc}}{d\ln n_i}\approx2-\frac{1}{\ln(p_s/n_i)}.$$

The computed slope is 1.945, against 1.000 for the depleted surface. Since $n_i$ varies mainly as $e^{-E_g/2kT}$, with $E_g$ the gap, this factor alone gives a depleted surface an activation energy of half the gap and a hole-rich one nearly the full gap. With constant capture coefficients, the remaining temperature dependence of $n_i$ and the factor $kT$ raise the values fitted near room temperature by about 0.1 to 0.2 eV. Depleted bulk also scales as $n_i$, so a half-gap activation energy alone does not show that the surface is at fault.

These rates leave out emission assisted by tunnelling or strong fields. At the fields of several $10^4$ V/cm in this example, such assistance could already add some tens of percent to the bulk floor. Gap narrowing in a heavily doped layer raises $n_i^2$ there and weakens the suppression. So does a trap density that rises toward the band edges, as at real interfaces, because the hole-rich surface draws on levels far from midgap: a density about 100 times larger at the edges, decaying over 0.05 eV, lowers the factor from $2.6\times10^6$ to about $8\times10^5$, which still leaves the surface far below the bulk floor. The numerical output below lists the computed values.

## Numbers as computed

```
temperature 300 K, kT 0.02585 eV, gap 1.12 eV
intrinsic density 1.0e+10 cm^-3
capture coefficients, both 1.0e-08 cm^3/s
interface trap density 1.0e+10 cm^-2 eV^-1
bulk lifetime 1.0e-03 s
electron diffusivity in layer 5.0 cm^2/s
relative permittivity 11.7
layer 100 nm, n-well 400 nm
donors 2.0e+16, substrate acceptors 1.0e+16 cm^-3
positive oxide charge 2.0e+11 cm^-2
worst closed-form deviation 0.48 percent
single-trap simulation, emission rates 1.5 (n), 0.7 (p):
  no holes: simulated 0.4776, formula 0.4773
  hole capture 20: simulated 0.0476, formula 0.0473
acceptor dose needed 7.17e+11 cm^-2
strong implant: 1.0e+18 cm^-3, dose 1.0e+13 cm^-2
  surface holes 5.88e+17 cm^-3
  well maximum above substrate 0.96 V
moderate implant: 1.0e+17 cm^-3, dose 1.0e+12 cm^-2
  surface holes 1.15e+16 cm^-3
  well maximum above substrate 1.11 V
weak implant: 5.0e+16 cm^-3, dose 5.0e+11 cm^-2
  surface holes 2.03e-26 cm^-3
  well maximum above substrate 2.91 V
surface field 3.093e+04 V/cm
midgap electron emission rate 100.0 1/s
hole capture rate, strong implant 5.88e+09 1/s
midgap escape probability 1.70e-08
midgap trap suppression factor 2.94e+07
ln(p_s/n_i), strong implant 17.89
surface generation depleted 4.061e+10 cm^-2 s^-1
surface generation hole-rich 1.572e+04 cm^-2 s^-1
surface suppression factor 2.58e+06
same factor, limiting formula 2.58e+06
slope in n_i: depleted 1.000, hole-rich 1.945
equilibrium surface electrons 170.2 cm^-3
surface velocity S 92.5 cm/s, D_n/t 5.0e+05 cm/s
n_s/n_0 1.85e-04
surface current against surface hole density:
  p_s 0e+00 cm^-3: 6.506e+00 nA/cm^2
  p_s 1e+10 cm^-3: 5.008e+00 nA/cm^2
  p_s 1e+12 cm^-3: 3.816e-01 nA/cm^2
  p_s 1e+14 cm^-3: 7.630e-03 nA/cm^2
  p_s 1e+16 cm^-3: 1.144e-04 nA/cm^2
  p_s 1e+18 cm^-3: 1.523e-06 nA/cm^2
weak: depleted width 0.792 um
  surface 6.506e+00, bulk 6.395e-02 nA/cm^2
  total 6.570e+00 nA/cm^2 = 410.07 e/s/um^2
strong: depleted width 0.416 um
  surface 2.519e-06, bulk 3.407e-02 nA/cm^2
  total 3.407e-02 nA/cm^2 = 2.13 e/s/um^2
total dark current reduction factor 192.8
```
